# Angular-Momentum Content of a Plane Wave Inside an Augmentation Sphere: a numerical check

```python
# Result under test: inside a sphere of radius r_c, the plane wave exp(i k z)
# has the fraction
#   w_l = (3/2)(2l+1) [ j_l(x)^2 - j_{l-1}(x) j_{l+1}(x) ],   x = k r_c,
# of its squared norm in angular momentum l, with j_{-1}(x) = cos(x)/x.
# The fraction in l > L is T_L = 1 - sum_{l<=L} w_l.
# j_l: spherical Bessel functions; P_l: Legendre polynomials; u = cos(theta).
# Lengths are in bohr, wave numbers in 1/bohr.
import numpy as np
from math import factorial
from scipy.special import spherical_jn, eval_legendre

nodes, weights = np.polynomial.legendre.leggauss(40)


def bessel(l, x):
    return np.cos(x) / x if l == -1 else spherical_jn(l, x)


def channel_fraction(l, x):
    return 1.5 * (2*l + 1) * (bessel(l, x)**2
                              - bessel(l - 1, x) * bessel(l + 1, x))


def tail_fraction(L, x):
    return 1.0 - sum(channel_fraction(l, x) for l in range(L + 1))


def double_factorial_odd(l):
    return float(np.prod(np.arange(1, 2*l + 2, 2)))


def channel_bound(l, x):
    return (3 * (2*l + 1) * x**(2*l)
            / ((2*l + 3) * double_factorial_odd(l)**2))


def bessel_from_projection(l, t):
    integral = np.sum(weights * np.exp(1j*t*nodes) * eval_legendre(l, nodes))
    return (0.5 * integral / 1j**l).real


def sphere_grid(radius):
    r = 0.5 * radius * (nodes + 1)
    volume = 2*np.pi * np.outer(0.5*radius*weights * r**2, weights)
    return r, volume


def projected_fractions(k, radius, L):
    """Channel fractions and residual fraction by direct quadrature."""
    r, volume = sphere_grid(radius)
    wave = np.exp(1j * k * np.outer(r, nodes))
    total = np.sum(volume * abs(wave)**2)
    residual = wave.copy()
    fractions = []
    for l in range(L + 1):
        legendre = eval_legendre(l, nodes)
        coefficient = (2*l + 1) / 2 * (wave @ (weights * legendre))
        part = np.outer(coefficient, legendre)
        fractions.append(np.sum(volume * abs(part)**2) / total)
        residual -= part
    return fractions, np.sum(volume * abs(residual)**2) / total


def fitted_residual(k, radius, L, n_radial):
    """Best fit by (r/radius)^(l+n) P_l(u), l <= L, n = 0, 2, 4, ..."""
    r, volume = sphere_grid(radius)
    root = np.sqrt(volume).ravel()
    target = root * np.exp(1j * k * np.outer(r, nodes)).ravel()
    columns = [root * np.outer((r/radius)**(l + 2*n),
                               eval_legendre(l, nodes)).ravel()
               for l in range(L + 1) for n in range(n_radial)]
    basis = np.array(columns).T.astype(complex)
    solution = np.linalg.lstsq(basis, target, rcond=None)[0]
    error = target - basis @ solution
    return np.sum(abs(error)**2) / np.sum(abs(target)**2)


k, r_c = 1.0, 2.0
x = k * r_c

# Bessel functions from the Legendre projection: values, recurrences,
# integral representation and bound
step = 1e-4
for t in (0.7, 2.0, 3.3):
    for l in range(0, 6):
        value = bessel_from_projection(l, t)
        upper = bessel_from_projection(l + 1, t)
        lower = np.cos(t)/t if l == 0 else bessel_from_projection(l - 1, t)
        slope = (bessel_from_projection(l, t + step)
                 - bessel_from_projection(l, t - step)) / (2*step)
        assert abs(value - spherical_jn(l, t)) < 1e-12
        assert abs((2*l + 1)*slope - l*lower + (l + 1)*upper) < 1e-7
        assert abs((2*l + 1)*value - t*(lower + upper)) < 1e-11
        poisson = (t**l / (2**(l + 1) * factorial(l))
                   * np.sum(weights * (1 - nodes**2)**l * np.cos(t*nodes)))
        assert abs(value - poisson) < 1e-12
        assert abs(value) <= t**l / double_factorial_odd(l)

# Channel and tail fractions against direct quadrature over the sphere
for k_test, radius_test in ((k, r_c), (2.5, 0.8), (1.7, 2.1)):
    x_test = k_test * radius_test
    for L in (1, 2, 3):
        fractions, rest = projected_fractions(k_test, radius_test, L)
        for l in range(L + 1):
            assert abs(fractions[l] - channel_fraction(l, x_test)) < 1e-11
        assert abs(rest - tail_fraction(L, x_test)) < 1e-11

# Elementary forms, sum rule and bounds
w0_elementary = 3/(2*x**2) * (1 - np.sin(2*x)/(2*x))
w1_elementary = 9/x**3 * (x/2 + np.sin(2*x)/4 - np.sin(x)**2/x)
assert abs(w0_elementary - channel_fraction(0, x)) < 1e-12
assert abs(w1_elementary - channel_fraction(1, x)) < 1e-12
assert abs(sum(channel_fraction(l, x) for l in range(16)) - 1) < 1e-12
for l in range(1, 8):
    assert 0 < channel_fraction(l, x) < channel_bound(l, x)
tail_bound = sum(channel_bound(l, x) for l in range(4, 16))
assert tail_fraction(3, x) < tail_bound

# Best possible fit with l <= L, and a fit with one radial function per l
single_fit = {}
for L in (1, 2, 3):
    assert abs(fitted_residual(k, r_c, L, 8) - tail_fraction(L, x)) < 1e-9
    single_fit[L] = fitted_residual(k, r_c, L, 1)
    assert single_fit[L] > tail_fraction(L, x) + 1e-6

# Share of the residual that lies inside half the radius
inner_share = {}
for L in (1, 2, 3):
    inner_share[L] = tail_fraction(L, x/2) / (8 * tail_fraction(L, x))
    r, volume = sphere_grid(r_c/2)
    wave = np.exp(1j * k * np.outer(r, nodes))
    for l in range(L + 1):
        wave -= ((2*l + 1) * 1j**l
                 * np.outer(spherical_jn(l, k*r), eval_legendre(l, nodes)))
    inner_norm = np.sum(volume * abs(wave)**2)
    full_norm = (projected_fractions(k, r_c, L)[1] * 4*np.pi*r_c**3/3)
    assert abs(inner_norm/full_norm - inner_share[L]) < 1e-8
    assert inner_share[L] < 1/8

print(f"wave number k = {k:.1f} 1/bohr")
print(f"sphere radius r_c = {r_c:.1f} bohr")
print(f"x = k r_c = {x:.1f} (dimensionless)")
print(f"total squared norm in sphere = {4*np.pi*r_c**3/3:.4f} bohr^3")
for l in range(-1, 6):
    print(f"j_{l}(x) = {bessel(l, x):.8f} (dimensionless)")
for l in range(5):
    print(f"fraction w_{l} = {channel_fraction(l, x):.6f} (dimensionless)")
for l in range(2, 5):
    print(f"upper bound on w_{l} = {channel_bound(l, x):.6f} (dimensionless)")
print(f"sum of bounds, l = 4 to 15 = {tail_bound:.6f} (dimensionless)")
for L in (1, 2, 3):
    print(f"fraction in l > {L}: {tail_fraction(L, x):.6f}"
          f" = {100*tail_fraction(L, x):.4f} percent")
for L in (1, 2, 3):
    print(f"share of l > {L} part inside r_c/2 ="
          f" {100*inner_share[L]:.4f} percent")
for L in (1, 2, 3):
    print(f"residual of fit with one r^l per l <= {L} ="
          f" {single_fit[L]:.6f} (dimensionless)")
print("OK")
```

Running it gives:

```
wave number k = 1.0 1/bohr
sphere radius r_c = 2.0 bohr
x = k r_c = 2.0 (dimensionless)
total squared norm in sphere = 33.5103 bohr^3
j_-1(x) = -0.20807342 (dimensionless)
j_0(x) = 0.45464871 (dimensionless)
j_1(x) = 0.43539777 (dimensionless)
j_2(x) = 0.19844795 (dimensionless)
j_3(x) = 0.06072210 (dimensionless)
j_4(x) = 0.01407939 (dimensionless)
j_5(x) = 0.00263517 (dimensionless)
fraction w_0 = 0.445950 (dimensionless)
fraction w_1 = 0.447062 (dimensionless)
fraction w_2 = 0.097075 (dimensionless)
fraction w_3 = 0.009378 (dimensionless)
fraction w_4 = 0.000516 (dimensionless)
upper bound on w_2 = 0.152381 (dimensionless)
upper bound on w_3 = 0.013545 (dimensionless)
upper bound on w_4 = 0.000704 (dimensionless)
sum of bounds, l = 4 to 15 = 0.000728 (dimensionless)
fraction in l > 1: 0.106988 = 10.6988 percent
fraction in l > 2: 0.009913 = 0.9913 percent
fraction in l > 3: 0.000535 = 0.0535 percent
share of l > 1 part inside r_c/2 = 1.0182 percent
share of l > 2 part inside r_c/2 = 0.2469 percent
share of l > 3 part inside r_c/2 = 0.0600 percent
residual of fit with one r^l per l <= 1 = 0.130422 (dimensionless)
residual of fit with one r^l per l <= 2 = 0.033634 (dimensionless)
residual of fit with one r^l per l <= 3 = 0.024267 (dimensionless)
OK
```
